# Eddy-current damping of uniform precession in a thin conducting film

Suppose a resonance linewidth is converted directly into a Gilbert constant, and the constant is taken as a property of the material. In a conducting film this assigns to the material a loss that belongs to its thickness. Take a 100 nm film with an intrinsic damping of 0.0070 and the other parameters of the example below. Its calculated full linewidth at 10 GHz is 5.37 mT, and reading all of it as isotropic Gilbert damping gives 0.0079. The excess comes from currents that the precessing magnetization induces in its own metal. It grows as the square of the thickness, so a thickness series would seem to show a material constant that drifts. To subtract the excess one needs its coefficient, and one needs to know which component of the magnetization it acts on.

## Geometry and convention

The film occupies $-d/2<z<d/2$ and has conductivity $\sigma$ and saturation magnetization $M$. The static field $B_0$ and the static magnetization lie along $x$, in the plane. The unit vector $\mathbf m=\mathbf M/M$ precesses with the same phase and amplitude everywhere, with small components $m_y$ in the plane and $m_z$ along the normal. The film is much wider than it is thick, and much smaller than the free-space wavelength.

With $\gamma>0$ in rad s$^{-1}$ T$^{-1}$, the equation of motion is

$$\dot{\mathbf m}=-\gamma\,\mathbf m\times(\mathbf B+\mathbf B_d),\qquad \mathbf B_d=-\frac{\alpha_y}{\gamma}\,\dot m_y\,\hat{\mathbf y}.$$

Here $\mathbf B=-(1/M)\,\partial u/\partial\mathbf m$ is the effective field of the magnetic energy density $u$, and $\mathbf B_d$ is a damping field. If $\mathbf B_d$ were $-(\alpha/\gamma)\dot{\mathbf m}$, its torque would be the usual $+\alpha\,\mathbf m\times\dot{\mathbf m}$. The coefficient $\alpha_y$ is therefore a Gilbert coefficient restricted to the in-plane component. The result to be derived is

$$\boxed{\alpha_y=\frac{\gamma\mu_0^2M\sigma d^2}{12}}$$

## First derivation: Joule heat

**Power lost by the magnetization.** A cross product is perpendicular to its factors, so $\dot{\mathbf m}\cdot(\mathbf B+\mathbf B_d)=0$. Hence

$$\frac{du}{dt}=-M\,\mathbf B\cdot\dot{\mathbf m}=M\,\mathbf B_d\cdot\dot{\mathbf m}=-\frac{M\alpha_y}{\gamma}\dot m_y^2=-\frac{\alpha_y}{\gamma M}\dot M_y^2 .$$

**Induced electric field.** Nothing varies along $x$ or $y$ away from the film's edges. The $y$ component of Faraday's law is then $\partial E_x/\partial z=-\dot B_y$, with $B_y=\mu_0(H_y+M_y)$. To leading order $H_y$ can be dropped: it is produced by the eddy currents themselves, and the second derivation gives its size. Integration over $z$ yields

$$E_x=C-\mu_0 z\,\dot M_y .$$

The constant $C$ is fixed by the circuit. An isolated film carries no net current along $x$, because charge at its ends sets up a field that stops it. The condition $\int\sigma E_x\,dz=\sigma Cd=0$ gives $C=0$. Current flows one way in the upper half of the film, the other way in the lower half, and turns round at the ends.

**The normal component.** In a wide film $\nabla\cdot\mathbf B=0$ reduces to $\partial B_z/\partial z=0$. The field $B_z$ is continuous at the faces and vanishes outside, so it vanishes inside as well: the demagnetizing field $H_z=-M_z$ cancels the magnetization. In the limit of unbounded width an oscillating $M_z$ therefore induces no electric field, and the damping is not isotropic. Being much wider than thick is not enough for this. In a strip of finite width a small $B_z$ remains, and the electric field it induces adds up across the width. That field is negligible only if eddy currents shield it; the last section gives the width this takes.

**Heat.** The Joule power per volume, averaged over the thickness, is

$$P=\frac1d\int_{-d/2}^{d/2}\sigma\mu_0^2z^2\dot M_y^2\,dz=\frac{\sigma\mu_0^2\dot M_y^2}{d}\cdot\frac23\left(\frac d2\right)^3=\frac{\sigma\mu_0^2d^2}{12}\,\dot M_y^2 .$$

The factor 12 comes from the mean of $z^2$ over the film. The heat is supplied by the magnetic energy, so $P=-du/dt$:

$$\frac{\alpha_y}{\gamma M}=\frac{\sigma\mu_0^2d^2}{12},$$

which is the boxed result.

## Second derivation: the field that acts back

This route uses no energy balance. It finds the magnetic field of the eddy currents and the torque that this field exerts.

Let all small quantities vary as $e^{i\omega t}$. With displacement current neglected, the $x$ component of Ampère's law is $-\partial H_y/\partial z=\sigma E_x$. Differentiating it and inserting Faraday's law, now with $H_y$ kept, gives

$$\frac{\partial^2H_y}{\partial z^2}=-\sigma\frac{\partial E_x}{\partial z}=k^2(H_y+M_y),\qquad k^2=i\omega\mu_0\sigma .$$

Opposite currents in the two halves cancel outside a wide film, so $H_y(\pm d/2)=0$. The solution even in $z$ is

$$H_y=M_y\left[\frac{\cosh kz}{\cosh(kd/2)}-1\right].$$

If exchange keeps the magnetization uniform, all layers turn together and only the thickness average of the field matters. With $\kappa=kd/2$,

$$\frac{\langle H_y\rangle}{M_y}=\frac{\tanh\kappa}{\kappa}-1=-\frac{\kappa^2}{3}+\frac{2\kappa^4}{15}-\frac{17\kappa^6}{315}+\dots$$

Define $q=\omega\mu_0\sigma d^2/4$, so that $\kappa^2=iq$, $\kappa^4=-q^2$ and $\kappa^6=-iq^3$. Then

$$\frac{\langle H_y\rangle}{M_y}=-\frac{iq}{3}\left(1-\frac{17q^2}{105}+\dots\right)-\frac{2q^2}{15}+\dots$$

Since $i\omega M_y=\dot M_y$, the leading term is the field

$$\mu_0\langle H_y\rangle=-\frac{\mu_0q}{3\omega}\dot M_y=-\frac{\mu_0^2\sigma d^2}{12}\,\dot M_y .$$

The damping field of the convention is $-(\alpha_y/\gamma)\dot m_y=-(\alpha_y/\gamma M)\dot M_y$. Equating the two again gives $\alpha_y=\gamma\mu_0^2M\sigma d^2/12$. The minus sign is Lenz's law: the field opposes the change of $M_y$.

The next terms show what shielding does while the magnetization stays rigid. The loss is reduced by the relative amount $17q^2/105$, because the currents start to shield the interior. The real term $-2q^2/15$ is in antiphase with $M_y$ and acts as a small extra stiffness, which shifts the frequency. In terms of the nonmagnetic skin depth $\delta=\sqrt{2/(\omega\mu_0\sigma)}$, $q=d^2/(2\delta^2)$. These terms do not set the limit of the formula if the magnetization bends first, as it does when the film of the example below is made thicker.

## What each derivation assumes

Both derivations take the conductivity to be local, the magnetization to be uniform, and the film to be free of net current. They differ in what they can establish.

The heat argument needs only the leading electric field, and it shows directly where the energy goes. It cannot see a field that does no work. A conservative term that shifts the frequency, or one that couples the rates $\dot m_y$ and $\dot m_z$ antisymmetrically, would add no loss over a cycle. That the damping field points along $y$ with no such partner is therefore an assumption in the first derivation.

The reaction-field argument finds the direction, phase and size of the field, and so supplies what the heat leaves open. It needs more in return: the boundary condition on $H_y$, and the rigidity that allows the field to be averaged. To leading order the field is strongest at mid-thickness and zero at the faces, so it tends to bend the magnetization profile, and exchange must resist this.

The bending has a simple scaling. At fixed frequency the uneven part of the reaction field grows as $d^2$, while the exchange field that resists a given distortion falls as $1/d^2$. While the distortion is small, it therefore grows as $d^4$.

Changing the static direction gives a second case. If the film is magnetized along its normal, both precessing components lie in the plane. The same argument applies to each, and $\alpha_y$ becomes the coefficient of an isotropic damping.

## From coefficient to linewidth

Return to in-plane magnetization and add an isotropic intrinsic damping $\alpha_0$. Without crystalline anisotropy, the transverse fields are $-\mu_0Mm_z$ along $z$ and the damping fields. With $\omega_y=\gamma B_0$ and $\omega_z=\gamma(B_0+\mu_0M)$, the linearized equations are

$$\dot m_y=-\omega_zm_z-\alpha_0\dot m_z,\qquad \dot m_z=\omega_ym_y+(\alpha_0+\alpha_y)\dot m_y .$$

For motion as $e^{\lambda t}$, eliminating $m_z$ gives

$$\lambda^2=-(\omega_z+\alpha_0\lambda)\,[\omega_y+(\alpha_0+\alpha_y)\lambda].$$

To first order in the damping this is

$$\lambda^2+\lambda\,[\alpha_0(\omega_y+\omega_z)+\alpha_y\omega_z]+\omega_y\omega_z=0 .$$

The amplitude decays at half the coefficient of $\lambda$:

$$\Gamma=\tfrac12(\omega_y+\omega_z)(\alpha_0+\alpha_{\rm eff}),\qquad \alpha_{\rm eff}=\alpha_y\frac{B_0+\mu_0M}{2B_0+\mu_0M}.$$

At low field the precession ellipse is flattened into the plane, nearly all the motion is in $m_y$, and $\alpha_{\rm eff}\to\alpha_y$. At high field the precession is circular, half of it is undamped by eddy currents, and $\alpha_{\rm eff}\to\alpha_y/2$.

The full width in angular frequency is $2\Gamma$. The resonance condition $\omega^2=\gamma^2B_0(B_0+\mu_0M)$ gives $2\omega\,d\omega=\gamma(\omega_y+\omega_z)\,dB_0$. For a line narrow compared with $B_0$, the full width in a field sweep is

$$\Delta B=\frac{2\Gamma}{d\omega/dB_0}=\frac{2\omega}{\gamma}(\alpha_0+\alpha_{\rm eff}).$$

## A 100 nm film at 10 GHz

Take rough values in the regime of permalloy at room temperature: $M=800$ kA/m ($\mu_0M=1.005$ T), resistivity 20 µΩ cm ($\sigma=5.0\times10^6$ S/m), $g=2.1$ ($\gamma=1.847\times10^{11}$ rad s$^{-1}$ T$^{-1}$) and $\alpha_0=0.0070$. For $d=100$ nm,

$$\alpha_y=\frac{(1.847\times10^{11})(1.005)(1.257\times10^{-6})(5.0\times10^6)(10^{-7})^2}{12}=9.7\times10^{-4}.$$

At other thicknesses the $d^2$ law gives $3.9\times10^{-5}$ at 20 nm, $2.4\times10^{-4}$ at 50 nm and $3.9\times10^{-3}$ at 200 nm. It would reach the intrinsic value near 270 nm.

Resonance at 10 GHz falls at $B_0=104$ mT. The weight of the in-plane damping is $(0.104+1.005)/(0.209+1.005)=0.914$, so $\alpha_{\rm eff}=8.9\times10^{-4}$. With $\omega/\gamma=340$ mT, the eddy part of the linewidth is $2(340)(8.9\times10^{-4})=0.605$ mT, out of a total of 5.37 mT.

The skin parameter is $q=9.9\times10^{-4}$, so the shielding correction to $\alpha_y$ is about $2\times10^{-7}$ in relative terms. The rigidity of the magnetization was examined by solving for the coupled modes of field diffusion, exchange (stiffness 10 pJ/m) and precession on 50 layers, without intrinsic damping. The complex in-plane amplitude, which includes the phase, departs from its mean by at most 0.2%, and the decay rate agrees with $\alpha_y\omega_z/2=1.0\times10^8$ s$^{-1}$ to 0.1%. By the $d^4$ scaling the distortion would be about 10% at 270 nm, so the crossover thickness is an estimate.

## What a real sample changes

The parameters above are typical in rough size. The assumptions most open to doubt are the isolated surroundings and the great width. Consider a patch of length $l=1$ mm and width $w=0.1$ mm, lying along a microwave line of the same width, with the static field along the line.

**Loading by the line.** A current $I$ in the line makes a mean in-plane field $I/2w$ just above it, if the return conductors are far away or lie in the plane of the line, as in a coplanar waveguide. A ground plane close beneath the line would weaken this field and the loss found here. By reciprocity, the magnetization sends through the line the flux

$$\Phi=\mu_0M_y\,\frac{1}{2w}\,(lwd)=\frac{\mu_0M_y\,ld}{2}.$$

The voltage $\dot\Phi$ drives two matched ends in series, a resistance $2Z$. The power $\dot\Phi^2/2Z$, divided by the volume $lwd$, is $\mu_0^2ld\,\dot M_y^2/(8Zw)$. Comparison with $\alpha\dot M_y^2/(\gamma M)$ gives

$$\alpha_{\rm rad}=\frac{\gamma\mu_0^2M\,d\,l}{8Zw}.$$

For $Z=50$ Ω this is $5.8\times10^{-4}$, or 60% of $\alpha_y$. Summing the field of equal current filaments across the line, with a gap of 1 µm to the film, lowers it to $5.4\times10^{-4}$. Crowding of the current at the line's edges lowers it further. This loss also acts on $M_y$, but it is linear in $d$. So, nearly, is the heat that the film's stray field produces in the line's own metal: the field is proportional to $d$, the heat to $d^2$, and the heat per volume of film to $d$. With the patch, line and frequency held fixed, and an intrinsic damping that does not vary with thickness, a thickness series can separate these two losses together from the eddy term of the film, provided the patch carries no net current and nothing else that depends on thickness broadens the line. Across a thin dielectric, the capacitance between patch and line can let such a current close, and its loss need not follow either power of $d$. Treating patch and line as a distributed resistor and capacitor, a 1 µm gap gives about $3\times10^{-5}$ in air and $2.5\times10^{-4}$ for a relative permittivity of 3, with only a weak dependence on $d$, so this loss can pass for intrinsic damping. Two-magnon scattering at defects, common with an in-plane field, and the width modes described below also change the linewidth with thickness and are outside this model.

**Finite width.** In a strip, $B_z$ no longer vanishes. A uniform $M_z$ is equivalent to opposite currents of size $M_zd$ along the two edges. With $s=2y/w$, their vector potential gives

$$E_x=\frac{\mu_0d\,\dot M_z}{2\pi}\ln\frac{1+s}{1-s}=\frac{\mu_0d\,\dot M_z}{\pi}\,\operatorname{artanh}s .$$

Substituting $s=\tanh t$, the mean of $\operatorname{artanh}^2s$ across the strip is $\int_0^\infty t^2\,\mathrm{sech}^2t\,dt=\pi^2/12$. The heat is therefore $\sigma\mu_0^2d^2\dot M_z^2/12$, with the same coefficient as for $M_y$. It does not depend on the width, provided $w\gg d$, the precession is uniform across the strip, and the currents do not shield their own source.

Shielding sets in when $w$ exceeds a length of order $1/(\mu_0\sigma d\omega)$, here 25 µm. For a uniformly precessing strip with no other metal nearby, solving numerically for the sheet current with its own field included gives an out-of-plane coefficient of $0.85\,\alpha_y$ for the 0.1 mm patch and about $0.075\,\alpha_y$ for a strip 2 mm wide. The vanishing of this coefficient in a wide film thus relies on shielding across the width, even when the film is far thinner than the skin depth. In the patch without the line, $m_z$ carries a weight of $1-0.914=0.086$, so the addition to $\alpha_{\rm eff}$ is $7\times10^{-5}$, or 8% of it. Exchange cannot hold the precession uniform over 0.1 mm, however. Dipolar fields split the resonance into standing modes across the width and reduce the amplitude towards the edges. With that profile under a uniform drive the coefficient is nearer $1.2\,\alpha_y$ and the addition nearer $1\times10^{-4}$. The overlap of these modes also widens the line by about 0.3 mT at 100 nm, half the eddy part, without being a damping. Eddy currents circulating within the line's own metal are left out of both this estimate and $\alpha_{\rm rad}$. When the patch lies close to the line, they help to shield $B_z$ and add a loss of their own, so the figure for the isolated patch does not carry over.

**Local conductivity.** A free-electron estimate with a rough density of $10^{29}$ m$^{-3}$ gives a mean free path of 2.9 nm, 3% of the thickness. A local conductivity is then reasonable at 100 nm. It becomes doubtful when the thickness approaches the mean free path, but there the $d^2$ law makes the eddy term small.
